# Breit Reduction of the Mercury K-Shell Binding Energy: a numerical check

```python
"""Breit reduction of the mercury K-shell binding energy (Dirac-Fock).

Result under test: R = E_B(atom) - E_B(1s-hole ion), where E_B is the
expectation value of the instantaneous Breit operator
B = -[alpha1.alpha2 + (alpha1.n)(alpha2.n)] / (2 r12).
An orbital is (P chi_kappa, i Q chi_-kappa)/r.  For a pair a,b:
u = Pa Qb, w = Qa Pb, s = u + w, d = u - w, and the exchange energy is
E_B = (1/2) sum_ab q_a q_b M_ab with M_ab a quadratic form in u and w.
U_k = r<^k / r>^(k+1).  Hartree atomic units, rest energy subtracted.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import cholesky, eigh, solve_triangular
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf as gaussian_scf

C_LIGHT = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0]


def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(maxsize=None)
def weight3j(J, na, nb):
    """Squared 3j symbol (ja J jb; 1/2 0 -1/2), with j = n - 1/2."""
    half = Rational(1, 2)
    return float(wigner_3j(na - half, J, nb - half, half, 0, -half) ** 2)


class RadialGrid:
    """Gauss points on elements, kinetically balanced splines, kernels."""

    def __init__(self, first, rmax, elements, kappas, with_kernels=True,
                 degree=7, points=9):
        breaks = np.concatenate([[0.0], np.geomspace(first, rmax, elements)])
        x, wx = leggauss(points)
        half = np.diff(breaks) / 2
        mid = (breaks[1:] + breaks[:-1]) / 2
        self.r = (mid[:, None] + half[:, None] * x).ravel()
        self.w = (half[:, None] * wx).ravel()
        knots = np.concatenate([[0.0] * degree, breaks,
                                [breaks[-1]] * degree])
        spline = BSpline(knots, np.eye(elements + degree), degree)
        value, slope = spline(self.r), spline.derivative()(self.r)
        self.basis = {}
        for kappa in kappas:
            keep = slice(ell(kappa) + 1, -1)
            raw_large = value[:, keep]
            raw_small = slope[:, keep] + kappa * raw_large / self.r[:, None]
            fac = cholesky(raw_large.T @ (self.w[:, None] * raw_large),
                           lower=True)
            large = solve_triangular(fac, raw_large.T, lower=True).T
            image = solve_triangular(fac, raw_small.T, lower=True).T
            fac = cholesky(raw_small.T @ (self.w[:, None] * raw_small),
                           lower=True)
            small = solve_triangular(fac, raw_small.T, lower=True).T
            self.basis[kappa] = (large, small,
                                 small.T @ (self.w[:, None] * image))
        if with_kernels:
            self.make_kernels(x, wx, half, mid, points, elements)
            pairs = [(a, b) for a in kappas for b in kappas]
            self.coulomb = {p: coulomb_kernel(self, *p) for p in pairs}
            self.current = {p: current_kernels(self, *p) for p in pairs}

    def make_kernels(self, x, wx, half, mid, points, elements):
        """lower[k]: double integral of U_k restricted to r' < r."""
        sub = -1 + (x[:, None] + 1) * (x + 1) / 2
        subw = (x[:, None] + 1) / 2 * wx
        lagrange = (legvander(sub.ravel(), points - 1)
                    @ np.linalg.inv(legvander(x, points - 1)))
        lagrange = lagrange.reshape(points, points, points)
        element = np.repeat(np.arange(elements), points)
        earlier = element[:, None] > element[None, :]
        self.lower, self.full = [], []
        for k in range(9):
            outer = self.w / self.r ** (k + 1)
            H = earlier * np.outer(outer, self.w * self.r ** k)
            for e in range(elements):
                rs = mid[e] + half[e] * sub
                inner = np.einsum("im,imj->ij", half[e] * subw * rs ** k,
                                  lagrange)
                block = slice(e * points, (e + 1) * points)
                H[block, block] = outer[block][:, None] * inner
            self.lower.append(H)
            self.full.append(H + H.T)


def multipoles(ka, kb):
    return range(abs(abs(ka) - abs(kb)), abs(ka) + abs(kb))


def coulomb_kernel(grid, ka, kb):
    K = np.zeros_like(grid.full[0])
    for J in multipoles(ka, kb):
        if (ell(ka) + ell(kb) + J) % 2 == 0:
            K += weight3j(J, abs(ka), abs(kb)) * grid.full[J]
    return K


def current_kernels(grid, ka, kb, ret=1.0):
    """Kernels of M = u.UU.u + 2 u.UW.w + w.WW.w; ret=0 keeps Gaunt only."""
    U, H = grid.full, grid.lower
    dd, ss, ds = (np.zeros_like(U[0]) for _ in range(3))
    delta = ka - kb
    for J in multipoles(ka, kb):
        t = weight3j(J, abs(ka), abs(kb))
        if (ell(ka) + ell(kb) + J) % 2:
            if J > 0:
                ss += t * (ka + kb) ** 2 / (J * (J + 1)) * U[J]
            continue
        a = t / (2 * J + 3)
        dd += a * ((J + 1) - ret * (J + 1) * (J + 2) / 2) * U[J + 1]
        if delta:
            ss += a * delta ** 2 * (1 / (J + 1) + ret / 2) * U[J + 1]
            ds += a * delta * (2 * U[J + 1] + ret * (
                (J + 1) * H[J + 1] - (J + 2) * H[J + 1].T))
        if J > 0:
            b = t / (2 * J - 1)
            dd += b * (J + ret * J * (J - 1) / 2) * U[J - 1]
            if delta:
                ss += b * delta ** 2 * (1 / J - ret / 2) * U[J - 1]
                ds += b * delta * (-2 * U[J - 1] + ret * (
                    J * H[J - 1].T - (J - 1) * H[J - 1]))
    sym, anti = (ds + ds.T) / 2, (ds - ds.T) / 2
    return dd + ss + sym, ss - dd + anti, dd + ss - sym


def pair_value(kernels, fa, fb):
    u, w = fa[0] * fb[1], fa[1] * fb[0]
    UU, UW, WW = kernels
    return u @ UU @ u + 2 * (u @ UW @ w) + w @ WW @ w


# ---------------------------------------------------------------- Dirac-Fock
def nuclear_potential(r, Z, radius):
    if radius == 0:
        return -Z / r
    inside = -Z / (2 * radius) * (3 - (r / radius) ** 2)
    return np.where(r < radius, inside, -Z / r)


def one_electron(grid, kappa, V, c):
    L, S, slope = grid.basis[kappa]
    wv = (grid.w * V)[:, None]
    SS = S.T @ (wv * S) - 2 * c ** 2 * np.eye(S.shape[1])
    return np.block([[L.T @ (wv * L), c * slope.T], [c * slope, SS]])


def components(grid, kappa, C):
    L, S, _ = grid.basis[kappa]
    n = L.shape[1]
    return L @ C[:n], S @ C[n:]


def occupations(orbs, hole):
    q = {k: np.full(C.shape[1], 2.0 * abs(k)) for k, C in orbs.items()}
    if hole:
        q[-1][0] = 1.0
    return q


def two_body(grid, orbs, q, strength, targets):
    dens, rho = {}, 0.0
    for k, C in orbs.items():
        P, Q = components(grid, k, C)
        dens[k] = ((P * q[k]) @ P.T, (P * q[k]) @ Q.T, (Q * q[k]) @ Q.T)
        rho = rho + (P ** 2 + Q ** 2) @ q[k]
    hartree = (grid.full[0] @ rho)[:, None]
    result = {}
    for ka in targets:
        L, S, _ = grid.basis[ka]
        ll, ls, ss = (np.zeros_like(grid.full[0]) for _ in range(3))
        for kb, (pp, pq, qq) in dens.items():
            K = grid.coulomb[ka, kb]
            ll -= K * pp
            ls -= K * pq
            ss -= K * qq
            if strength:
                UU, UW, WW = grid.current[ka, kb]
                ll += strength * (UU * qq)
                ls += strength * (UW * pq.T)
                ss += strength * (WW * pp)
        LS = L.T @ ls @ S
        result[ka] = np.block([[L.T @ (ll @ L + hartree * L), LS],
                               [LS.T, S.T @ (ss @ S + hartree * S)]])
    return result


def evaluate(grid, h, orbs, strength=0.0, hole=False):
    """Total energy and Fock matrices; strength multiplies Breit."""
    q = occupations(orbs, hole)
    V = two_body(grid, orbs, q, strength, orbs)
    energy, fock = 0.0, {}
    for k, C in orbs.items():
        energy += np.sum(q[k] * np.sum(C * ((h[k] + V[k] / 2) @ C), axis=0))
        fock[k] = h[k] + V[k]
    if hole:
        # remove the self-interaction of the single 1s electron
        phi, closed = orbs[-1][:, 0], orbs[-1][:, 1:]
        own = two_body(grid, {-1: phi[:, None]}, {-1: np.ones(1)},
                       strength, [-1])[-1]
        g = -own @ phi
        energy += phi @ g / 2
        g = g - 2 * closed @ (closed.T @ g)
        fock[-1] = (fock[-1] + np.outer(phi, g) + np.outer(g, phi)
                    - (phi @ g) * np.outer(phi, phi))
    return energy, fock


def occupied(grid, fock, shells):
    orbs = {}
    for k, count in shells.items():
        negative = grid.basis[k][1].shape[1]
        orbs[k] = eigh(fock[k])[1][:, negative:negative + count]
    return orbs


def solve_atom(grid, Z, radius, shells, c=C_LIGHT, strength=0.0, hole=False,
               start=None):
    V = nuclear_potential(grid.r, Z, radius)
    h = {k: one_electron(grid, k, V, c) for k in shells}
    if start is None:
        x = grid.r * Z ** (1 / 3) / 0.8853
        screened = V * (1 / Z + (1 - 1 / Z) / (1 + 0.536 * x) ** 2)
        start = occupied(grid, {k: one_electron(grid, k, screened, c)
                                for k in shells}, shells)
    orbs, focks, errors, previous = start, [], [], np.inf
    for _ in range(70):
        energy, fock = evaluate(grid, h, orbs, strength, hole)
        q = occupations(orbs, hole)
        parts = []
        for k, C in orbs.items():
            FD = fock[k] @ ((C * q[k]) @ C.T)
            parts.append((FD - FD.T).ravel())
        error = np.concatenate(parts)
        if np.abs(error).max() < 1e-4 and abs(energy - previous) < 1e-5:
            return energy, orbs, h
        previous = energy
        focks, errors = (focks + [fock])[-8:], (errors + [error])[-8:]
        gram = np.array([[a @ b for b in errors] for a in errors])
        size = np.sqrt(np.diag(gram))
        y = np.linalg.lstsq(gram / np.outer(size, size), size[-1] / size,
                            rcond=1e-12)[0] / size
        y /= y.sum()
        mixed = {k: sum(ci * F[k] for ci, F in zip(y, focks)) for k in shells}
        orbs = occupied(grid, mixed, shells)
    raise AssertionError("self-consistent field did not converge")


def breit_energy(grid, h, orbs, hole=False):
    return (evaluate(grid, h, orbs, 1.0, hole)[0]
            - evaluate(grid, h, orbs, 0.0, hole)[0])


# ------------------------------------------- exchange from momentum space
def spinor(kappa, m, x):
    """Spin-up and spin-down parts of chi_kappa,m at azimuth zero."""
    l = ell(kappa)

    def harmonic(mu):
        a = abs(mu)
        if a > l:
            return np.zeros_like(x)
        norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a)
                    / factorial(l + a))
        return (-1) ** (a if mu < 0 else 0) * norm * lpmv(a, l, x)

    plus = sqrt(max(l + m + 0.5, 0) / (2 * l + 1))
    minus = sqrt(max(l - m + 0.5, 0) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return (up * harmonic(round(m - 0.5)), down * harmonic(round(m + 0.5)))


def trial(kappa, r, bend):
    gauss = (1 + bend * r ** 2) * np.exp(-r ** 2 / 2)
    return (r ** (ell(kappa) + 1) * gauss,
            0.6 * r ** (ell(-kappa) + 1) * (1 - bend * r ** 2 / 2)
            * np.exp(-r ** 2 / 2))


def momentum_exchange(ka, kb):
    """Coulomb, Gaunt and transverse exchange, summed over both m."""
    def rule(n, top):
        x, w = leggauss(n)
        return (x + 1) * top / 2, w * top / 2
    r, wr = rule(56, 7.0)
    q, wq = rule(48, 10.0)
    x, wx = leggauss(56)
    phase = np.exp(1j * q[:, None] * np.outer(r, x).ravel())
    measure = 2 * pi * np.outer(wr, wx)
    (Pa, Qa), (Pb, Qb) = trial(ka, r, 0.1), trial(kb, r, 0.25)

    def power(f1, a1, f2, a2):
        f = (np.outer(f1, a1) + np.outer(f2, a2)) * measure
        return wq @ np.abs(phase @ f.ravel()) ** 2

    density = along = across = 0.0
    for ma in np.arange(-abs(ka) + 0.5, abs(ka)):
        for mb in np.arange(-abs(kb) + 0.5, abs(kb)):
            A, Am = spinor(ka, ma, x), spinor(-ka, ma, x)
            B, Bm = spinor(kb, mb, x), spinor(-kb, mb, x)
            step = round(ma - mb)
            if step == 0:
                density += power(Pa * Pb, A[0] * B[0] + A[1] * B[1],
                                 Qa * Qb, Am[0] * Bm[0] + Am[1] * Bm[1])
                along += power(Pa * Qb, A[0] * Bm[0] - A[1] * Bm[1],
                               -Qa * Pb, Am[0] * B[0] - Am[1] * B[1])
            elif step == 1:
                across += 2 * power(Pa * Qb, A[0] * Bm[1],
                                    -Qa * Pb, Am[0] * B[1])
            elif step == -1:
                across += 2 * power(Pa * Qb, A[1] * Bm[0],
                                    -Qa * Pb, Am[1] * B[0])
    return np.array([density, along + across, across]) * 2 / pi


# ------------------------------------------------------------------- tests
Z = 80
MASS_NUMBER = 200
radius = 1.2e-15 * MASS_NUMBER ** (1 / 3) / BOHR
shells = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
assert sum(2 * abs(k) * n for k, n in shells.items()) == Z

# Dirac basis against the Sommerfeld energies of a point nucleus
test_grid = RadialGrid(1e-7, 5.0, 46, [-1, 1], with_kernels=False)
sommerfeld_error = 0.0
for kappa, n in ((-1, 1), (-1, 2), (1, 2)):
    matrix = one_electron(test_grid, kappa, -Z / test_grid.r, C_LIGHT)
    index = test_grid.basis[kappa][1].shape[1] + n - ell(kappa) - 1
    found = eigh(matrix, eigvals_only=True)[index]
    gamma = sqrt(kappa ** 2 - (Z / C_LIGHT) ** 2)
    exact = C_LIGHT ** 2 * (1 / sqrt(1 + (Z / C_LIGHT / (
        n - abs(kappa) + gamma)) ** 2) - 1)
    sommerfeld_error = max(sommerfeld_error, abs(found / exact - 1))
assert sommerfeld_error < 1e-6, sommerfeld_error

grid = RadialGrid(radius, 30.0, 30, list(shells))

# radial exchange formulas against explicit currents in momentum space
exchange_error = 0.0
for ka, kb in ((-1, -1), (-1, 1), (-1, -2), (1, -2), (-1, 2), (2, -3)):
    fa, fb = trial(ka, grid.r, 0.1), trial(kb, grid.r, 0.25)
    rho = fa[0] * fb[0] + fa[1] * fb[1]
    radial = 4 * abs(ka * kb) * np.array([
        rho @ grid.coulomb[ka, kb] @ rho,
        pair_value(current_kernels(grid, ka, kb, 0.0), fa, fb),
        pair_value(grid.current[ka, kb], fa, fb)])
    direct = momentum_exchange(ka, kb)
    exchange_error = max(exchange_error, np.max(
        np.abs(radial - direct) / np.abs(direct).max()))
assert exchange_error < 1e-4, exchange_error

# nonrelativistic limit of neon against a Gaussian-basis calculation
neon = solve_atom(grid, 10, 0, {-1: 2, 1: 1, -2: 1}, c=100 * C_LIGHT)[0]
basis = ([[0, [0.15 * 2.0 ** i, 1.0]] for i in range(21)]
         + [[1, [0.08 * 2.0 ** i, 1.0]] for i in range(14)])
molecule = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
neon_gauss = gaussian_scf.RHF(molecule).kernel()
assert abs(neon - neon_gauss) < 5e-4, (neon, neon_gauss)

# ----------------------------------------------------------------- mercury
E_atom, atom, h = solve_atom(grid, Z, radius, shells)
E_ion, ion, _ = solve_atom(grid, Z, radius, shells, hole=True, start=atom)
B_atom = breit_energy(grid, h, atom)
B_ion = breit_energy(grid, h, ion, True)
reduction = B_atom - B_ion
fock_s = evaluate(grid, h, atom)[1][-1]
koopmans = -atom[-1][:, 0] @ fock_s @ atom[-1][:, 0]

# the Breit expectation value is the slope of the self-consistent energy
step = 0.1
E_up, E_down = (solve_atom(grid, Z, radius, shells, strength=s, hole=True,
                           start=ion)[0] for s in (step, -step))
slope_ion = (E_up - E_down) / (2 * step)
assert abs(slope_ion - B_ion) < 2e-3, (slope_ion, B_ion)

# Breit kept in the self-consistent field
E_atom_sc = solve_atom(grid, Z, radius, shells, strength=1.0, start=atom)[0]
E_ion_sc = solve_atom(grid, Z, radius, shells, strength=1.0, hole=True,
                      start=ion)[0]
reduction_sc = (E_ion - E_atom) - (E_ion_sc - E_atom_sc)

# partner-shell split with frozen atomic orbitals
P, Q = components(grid, -1, atom[-1])
one_s = (P[:, 0], Q[:, 0])
split, gaunt = {}, 0.0
for kappa, C in atom.items():
    P, Q = components(grid, kappa, C)
    gaunt_kernels = current_kernels(grid, -1, kappa, 0.0)
    for i in range(C.shape[1]):
        partner = (P[:, i], Q[:, i])
        q_b = 2 * abs(kappa)
        split[i + ell(kappa) + 1, kappa] = q_b * pair_value(
            grid.current[-1, kappa], one_s, partner)
        gaunt += q_b * pair_value(gaunt_kernels, one_s, partner)
frozen = sum(split.values())
frozen_difference = B_atom - breit_energy(grid, h, atom, True)
assert abs(frozen - frozen_difference) < 1e-6, (frozen, frozen_difference)
relaxation = reduction - frozen

# coarser radial grid
coarse = RadialGrid(radius, 30.0, 24, list(shells))
Ec_atom, c_atom, hc = solve_atom(coarse, Z, radius, shells)
Ec_ion, c_ion, _ = solve_atom(coarse, Z, radius, shells, hole=True,
                              start=c_atom)
coarse_reduction = (breit_energy(coarse, hc, c_atom)
                    - breit_energy(coarse, hc, c_ion, True))
grid_change = abs(coarse_reduction - reduction) * EV
binding_change = abs((Ec_ion - Ec_atom) - (E_ion - E_atom)) * EV
assert grid_change < 0.1, grid_change
assert binding_change < 1.0, binding_change
assert 200 < reduction * EV < 400, reduction * EV

# ------------------------------------------------------------------ output
print(f"nuclear charge Z: {Z}")
print(f"mass number in the radius model: {MASS_NUMBER}")
print(f"nuclear sphere radius: {radius * BOHR * 1e15:.3f} fm")
print(f"speed of light: {C_LIGHT:.6f} a.u.")
print(f"hartree: {EV:.6f} eV")
print(f"radial elements, Gauss points: {30}, {grid.r.size}")
print(f"largest relative error, Sommerfeld test: {sommerfeld_error:.1e}")
print(f"largest relative error, exchange test: {exchange_error:.1e}")
print(f"neon, nonrelativistic limit, this code: {neon:.5f} hartree")
print(f"neon, Gaussian-basis Hartree-Fock: {neon_gauss:.5f} hartree")
print(f"Hg atom, Dirac-Fock energy: {E_atom:.4f} hartree")
print(f"Hg 1s-hole ion, Dirac-Fock energy: {E_ion:.4f} hartree")
print(f"K binding, minus orbital energy: {koopmans * EV / 1e3:.3f} keV")
print(f"K binding, total-energy difference: {E_ion - E_atom:.4f} hartree")
print(f"K binding, same: {(E_ion - E_atom) * EV / 1e3:.3f} keV")
print(f"Breit energy, atom: {B_atom:.4f} hartree")
print(f"Breit energy, ion: {B_ion:.4f} hartree")
print(f"slope of ion energy in Breit strength: {slope_ion:.4f} hartree")
print(f"first-order reduction R: {reduction:.4f} hartree")
print(f"first-order reduction R: {reduction * EV:.1f} eV")
print(f"K binding with first-order Breit: "
      f"{(E_ion - E_atom - reduction) * EV / 1e3:.3f} keV")
print(f"atom energy, Breit self-consistent: {E_atom_sc:.4f} hartree")
print(f"ion energy, Breit self-consistent: {E_ion_sc:.4f} hartree")
print(f"self-consistent reduction: {reduction_sc * EV:.1f} eV")
for label, key in (("1s", (1, -1)), ("2s", (2, -1)), ("2p1/2", (2, 1)),
                   ("2p3/2", (2, -2))):
    print(f"frozen part from {label}: {split[key] * EV:.2f} eV")
for n, name in ((2, "L"), (3, "M"), (4, "N"), (5, "O"), (6, "P")):
    total = sum(v for (m, _), v in split.items() if m == n)
    print(f"frozen part from whole {name} shell: {total * EV:.2f} eV")
print(f"frozen sum over shells: {frozen * EV:.2f} eV")
print(f"Gaunt part of frozen sum: {gaunt * EV:.2f} eV")
print(f"retardation part of frozen sum: {(frozen - gaunt) * EV:.2f} eV")
print(f"relaxation part of R: {relaxation * EV:.2f} eV")
print(f"1s-1s share of frozen sum: {100 * split[1, -1] / frozen:.1f} %")
print(f"change of R on coarser grid: {grid_change:.1e} eV")
print(f"change of K binding on coarser grid: {binding_change:.1e} eV")
print("all tests passed")
```

Printed output:

```
nuclear charge Z: 80
mass number in the radius model: 200
nuclear sphere radius: 7.018 fm
speed of light: 137.035999 a.u.
hartree: 27.211386 eV
radial elements, Gauss points: 30, 270
largest relative error, Sommerfeld test: 7.1e-07
largest relative error, exchange test: 8.7e-13
neon, nonrelativistic limit, this code: -128.54710 hartree
neon, Gaussian-basis Hartree-Fock: -128.54702 hartree
Hg atom, Dirac-Fock energy: -19648.8544 hartree
Hg 1s-hole ion, Dirac-Fock energy: -16578.1166 hartree
K binding, minus orbital energy: 83.654 keV
K binding, total-energy difference: 3070.7378 hartree
K binding, same: 83.559 keV
Breit energy, atom: 22.6653 hartree
Breit energy, ion: 11.5200 hartree
slope of ion energy in Breit strength: 11.5200 hartree
first-order reduction R: 11.1453 hartree
first-order reduction R: 303.3 eV
K binding with first-order Breit: 83.256 keV
atom energy, Breit self-consistent: -19626.2211 hartree
ion energy, Breit self-consistent: -16566.6072 hartree
self-consistent reduction: 302.7 eV
frozen part from 1s: 204.29 eV
frozen part from 2s: 19.29 eV
frozen part from 2p1/2: 39.14 eV
frozen part from 2p3/2: 29.15 eV
frozen part from whole L shell: 87.57 eV
frozen part from whole M shell: 18.78 eV
frozen part from whole N shell: 4.48 eV
frozen part from whole O shell: 0.75 eV
frozen part from whole P shell: 0.02 eV
frozen sum over shells: 315.90 eV
Gaunt part of frozen sum: 342.33 eV
retardation part of frozen sum: -26.43 eV
relaxation part of R: -12.62 eV
1s-1s share of frozen sum: 64.7 %
change of R on coarser grid: 2.1e-02 eV
change of K binding on coarser grid: 5.7e-01 eV
all tests passed
```
